\section*{The electron mass from simulated trap frequencies of one carbon ion, part 2}

The exercise is to find the electron mass $m$ in u, with its uncertainty, from simulated data for one $^{12}\mathrm{C}^{5+}$ ion ($1s$, mass $M$, $Z=6$) in a Penning trap. The ion mass itself contains $m$, through the five missing electrons and the binding energy, and it was asked how well that energy must be known.

Masses are in u, energies in Hartree $E_h$, and $\omega=2\pi\nu$; $e>0$ is the elementary charge, $\mu_B=e\hbar/2m$, and $\boldsymbol\sigma$ are the Pauli matrices. The tabulated $\alpha=0.0072973525643$ has relative uncertainty $1.51\times10^{-10}$.

The spin-flip frequency $\omega_L$ and cyclotron frequency $\omega_c$ obey
\begin{equation}
\omega_L = \frac{g e B}{2m},\qquad \omega_c = \frac{5eB}{M},\qquad
\Gamma = \frac{\omega_L}{\omega_c} = \frac{g e B}{2m}\,\frac{M}{5eB} = \frac{gM}{10\,m}.
\label{eq:ratio}
\end{equation}
The data give $\Gamma=4376.2105007$, with assigned relative uncertainty $10^{-10}$. The given $g=2.00104159$ has no error bar. It exceeds the sum of the Breit value $1.99872135439$ and the free-electron anomaly $2a_e=0.00231930436$ by an underived remainder $9.312\times10^{-7}$. It may be treated as independent of $m$, and
\begin{equation}
\frac{d\ln g}{d\ln\alpha}\approx\frac1g\left[-\frac43\frac{(Z\alpha)^2}{\gamma}+\frac\alpha\pi\right] = -1.1779\times10^{-4},
\label{eq:slope}
\end{equation}
meaningful only as $-1.2\times10^{-4}$.

In atomic units ($c=1/\alpha$) the Dirac $1s$ state has energy $E$, rest energy included, lower-to-upper amplitude ratio $a$ and radial decay constant $\lambda$:
\begin{equation}
\gamma=\sqrt{1-(Z\alpha)^2},\qquad a=\frac{Z\alpha}{1+\gamma},\qquad E=\gamma c^2,\qquad\lambda=ac(1+\gamma)=Z.
\label{eq:dirac}
\end{equation}
For carbon $\gamma=0.999041015795$.

The model trap has $B=4$ T, axial frequency 700 kHz before misalignment, field tilt 0.01 rad at azimuth 0.7 rad, and ellipticity 0.05. The four frequencies supplied are its mode frequencies $\nu_+,\nu_z,\nu_-$ and $\nu_L$. The modes follow from the eigenvalues $\pm i\omega_+,\pm i\omega_z,\pm i\omega_-$ of the matrix $A$ in the first-order equation of motion $\frac{d}{dt}(\mathbf r,\mathbf v)^T=A(\mathbf r,\mathbf v)^T$.

\subsection*{The ion mass}

By definition of the unit, a free neutral $^{12}$C atom at rest in its ground state has mass 12 u exactly. Let $E(\mathrm C)$ and $E(\mathrm C^{5+})$ be the electronic energies measured from the state with nucleus and electrons at rest and far apart, so both are negative. With the nuclear mass $M_N$,
\begin{equation}
12 = M_N+6m+E(\mathrm C)/c^2,\qquad M=M_N+m+E(\mathrm C^{5+})/c^2 .
\end{equation}
Subtraction removes $M_N$: $M=12-5m+bE_h/c^2$, where $b=[E(\mathrm C^{5+})-E(\mathrm C)]/E_h>0$ is the sum of the first five ionization energies in Hartree. The sign is positive because energy must be supplied to remove the electrons, so that ion plus five free electrons weigh more than the atom. The conversion to mass needs no eV-to-u factor. From $E_h=me^4/(4\pi\varepsilon_0\hbar)^2$ and $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ follows $E_h=\alpha^2mc^2$, so the binding mass is itself proportional to $m$:
\begin{equation}
M=12-nm,\qquad n=5-b\alpha^2 .
\label{eq:M}
\end{equation}
The number $b$ is what an electronic-structure calculation in atomic units delivers, and for infinite nuclear mass it does not depend on $m$. Binding acts as if slightly fewer than five electrons had been removed.

\subsection*{The binding energy}

For the ion, \eqref{eq:dirac} minus the rest energy gives $E(\mathrm C^{5+})=c^2(\gamma-1)=-18.008635\,E_h$.

For the neutral atom in its $^3P$ term (four spin-up and two spin-down electrons) the energy is split into a mean-field part and a correlation part. The mean-field part is unrestricted Hartree--Fock with the spin-free one-electron exact two-component (X2C) Hamiltonian, in an uncontracted even-tempered Gaussian basis: 22 $s$ exponents from 0.06 and 12 $p$ exponents from 0.05, both in ratio 2.2, then 4 $d$ from 0.15 and 2 $f$ from 0.5, both in ratio 2.5. It gives $-37.70873\,E_h$, against $-37.69373\,E_h$ with the nonrelativistic Hamiltonian. Two checks bear on the basis error, although neither bounds it. The nonrelativistic solution has $-E/T=1.000001$, where the virial theorem demands 1 for a complete basis; this is a necessary condition only, since an incomplete basis whose energy is stationary under a uniform rescaling of lengths also gives 1. The lowest eigenvalue of the X2C one-electron matrix in this basis is $-18.008633\,E_h$; the dropped spin--orbit operator is proportional to $\boldsymbol\sigma\cdot\mathbf L$ for a central potential and vanishes on an $s$ function, so the complete-basis value is the Dirac energy, from which this differs by $2\times10^{-6}E_h$. This second check tests only the $s$ functions in the core region. A larger even-tempered basis (25 $s$, 14 $p$, 5 $d$, 3 $f$) gives $-37.70874\,E_h$, a shift of $1\times10^{-5}E_h$ in the last digit shown. This is small against the $0.011\,E_h$ assigned below to the correlation extrapolation, and no separate term is carried for it.

The correlation part is nonrelativistic unrestricted CCSD(T) with all six electrons correlated. It is $-0.11136\,E_h$ in cc-pCVDZ (cardinal number $X=2$) and $-0.13839\,E_h$ in cc-pCVTZ ($X=3$). Assuming the form $E_X=E_\infty+\beta X^{-3}$, which is an asymptotic model and not exact at such small $X$, the combination $27E_3-8E_2 = 19E_\infty$ removes $\beta$:
\begin{align}
E_\infty&=\frac{27(-0.13839)-8(-0.11136)}{19}E_h=-0.14977\,E_h,\\
E(\mathrm C)&=(-37.70873-0.14977)E_h=-37.8585\,E_h,\\
b&=-18.0086+37.8585=19.8499 .
\end{align}

The uncertainty of $b$ is an estimate, built from five parts. (i) The whole extrapolation step, $|E_\infty-E_3|=0.01138$. The value $E_\infty=-0.14977\,E_h$ is not converged to the digits shown: adding to $E_3$ the MP2 increment extrapolated from cc-pCVTZ and cc-pCVQZ gives $-0.1540\,E_h$ instead, a shift of about $0.004\,E_h$, which lies inside this allowance. (ii) The method error, taken as the difference between CCSD(T) and full configuration interaction for the same atom in the cc-pVDZ basis, 0.00034. (iii) The finite nuclear mass: nonrelativistic Coulomb energies scale with the reduced mass, a fractional change $m/M$, giving $bm/12=0.00091$; mass polarization is of the same order in $m/M$. (iv) Two-electron relativistic terms, absent from one-electron X2C. Their scale is the contact term $\pi\alpha^2\langle\delta(\mathbf r_{12})\rangle$ for two hydrogenic $1s$ electrons, where $\langle\delta\rangle=(Z^3/\pi)^2\,4\pi\int_0^\infty r^2e^{-4Zr}dr=(Z^6/\pi^2)\,4\pi\cdot2/(4Z)^3=Z^3/8\pi$, so the scale is $\alpha^2Z^3/8=0.00144$. (v) The Lamb shift of the one $1s$ electron that the atom has in excess of the ion, sized by the known leading logarithm $(4/3\pi)\alpha^3Z^4\ln(Z\alpha)^{-2}=0.00134$. These are systematic omissions of partly unknown sign, so they are added linearly and the sum is used as a standard uncertainty:
\begin{equation}
b = 19.850\pm0.015,\qquad bE_h=(540.1\pm0.4)~\mathrm{eV},
\end{equation}
with $b=19.8499$ and $u_b=0.0154$ carried in the arithmetic. The result agrees with the rough known size of the five ionization energies, about 540 eV. The spin--orbit lowering of the $^3P_0$ ground level below the spin-free term, roughly a few meV, is not in the sum and is small against 0.4 eV.

\subsection*{Solving for the electron mass}

The circularity you noticed is only a linear equation. Define $\kappa=g/(10\Gamma)$, so that \eqref{eq:ratio} reads $m=\kappa M$. Inserting \eqref{eq:M} gives $m=12\kappa-\kappa nm$, hence
\begin{equation}
m=\frac{12\kappa}{1+\kappa n},\qquad M=\frac m\kappa=\frac{12}{1+\kappa n}.
\label{eq:m}
\end{equation}
The numbers are
\begin{align*}
\kappa&=\frac{2.00104159}{10\times4376.2105007}=4.572544190184\times10^{-5},\\
b\alpha^2&=19.8499\times(0.0072973525643)^2=1.057034\times10^{-3},\\
n&=5-0.001057034=4.998942966,\\
\kappa n&=4.572544190\times10^{-5}\times4.998942966=2.285788762\times10^{-4},\\
m&=\frac{5.487053028221\times10^{-4}}{1.0002285788762}~\mathrm u=5.485799090430\times10^{-4}~\mathrm u .
\end{align*}
The ion mass is $12-5m+b\alpha^2m=12-0.0027428995452+0.000000579868=11.997257680322$ u, the last digits from unrounded terms. All these figures carry guard digits beyond the uncertainty found below.

One may also iterate, $m_{k+1}=\kappa(12-nm_k)$. Subtracting the fixed-point equation gives $m_{k+1}-m=-\kappa n\,(m_k-m)$, so the error alternates in sign and shrinks by $2.29\times10^{-4}$ per step. From $m_0=0$ the iterates, in units of $10^{-4}$ u, are $5.487053028221$, $5.485798803807$, $5.485799090496$ and $5.485799090430$. The second iterate is low by the fraction $(\kappa n)^2=5.2\times10^{-8}$ of $m$, which is as large as the whole binding correction. Stopping after one correction for the missing electrons is therefore not enough; the third iterate, with relative error $(\kappa n)^3\approx1.2\times10^{-11}$, is.

\subsection*{Propagation of errors}

Take the logarithm of \eqref{eq:m}: $\ln m=\ln12+\ln\kappa-\ln(1+\kappa n)$. Then
\begin{align}
\frac{\partial\ln m}{\partial\ln\kappa}&=1-\frac{\kappa n}{1+\kappa n}=\frac1{1+\kappa n}=\frac M{12},\\
\frac{\partial\ln m}{\partial n}&=-\frac\kappa{1+\kappa n}=-\frac m{12},
\end{align}
with $M$ and $m$ as numbers in u. Since $\ln\kappa=\ln g-\ln\Gamma-\ln10$, $\partial n/\partial b=-\alpha^2$ and $\partial n/\partial\ln\alpha=-2b\alpha^2$,
\begin{align}
\frac{\partial\ln m}{\partial\ln g}&=-\frac{\partial\ln m}{\partial\ln\Gamma}=\frac M{12}=0.999771473,\\
\frac{\partial\ln m}{\partial b}&=\frac{\alpha^2m}{12}=2.43439\times10^{-9},\\
s_\alpha\equiv\frac{d\ln m}{d\ln\alpha}&=\frac M{12}\frac{d\ln g}{d\ln\alpha}+2b\,\frac{\alpha^2m}{12}=-1.1766\times10^{-4}.
\end{align}
The first factor falls short of one because a larger $m$ lowers the ion mass, which partly undoes the change. The second answers your third point: an error of one Hartree in the binding energy moves $m$ by $2.4\times10^{-9}$ of its value. In $s_\alpha$ the dependence of $b$ itself on $\alpha$ is dropped; it enters only through the relativistic part of $b$, which is of order $10^{-2}$ out of 19.85.

A value of $g$ quoted to eight decimals with no stated error is known at best to its rounding. If the true value lies with uniform probability within $\pm w$, $w=5\times10^{-9}$, the variance is $\frac1{2w}\int_{-w}^wx^2dx=w^2/3$, so $u_g=5\times10^{-9}/\sqrt3=2.887\times10^{-9}$. This is a minimum; any theoretical uncertainty of $g$ would add to it. For independent inputs and to first order in their errors,
\begin{equation}
\left(\frac{u_m}m\right)^2=\left(\frac M{12}\right)^2\left[\left(\frac{u_g}g\right)^2+\left(\frac{u_\Gamma}\Gamma\right)^2\right]+\left(\frac{\alpha^2m}{12}u_b\right)^2+\left(s_\alpha\frac{u_\alpha}\alpha\right)^2 .
\label{eq:budget}
\end{equation}
The second-order terms in the expansion of $\ln m$ are at most of order $10^{-18}$; the largest is that of $g$, about $\tfrac12(u_g/g)^2$. The four contributions, relative to $m$, are
\begin{align*}
g:&\quad0.999771\times2.887\times10^{-9}/2.00104=1.442\times10^{-9},\\
\Gamma:&\quad0.999771\times10^{-10}=9.998\times10^{-11},\\
b:&\quad2.43439\times10^{-9}\times0.0154=3.75\times10^{-11},\\
\alpha:&\quad1.1766\times10^{-4}\times1.51\times10^{-10}=1.8\times10^{-14},
\end{align*}
and their sum in quadrature is $1.446\times10^{-9}$. A tabulated $\alpha$ may be correlated with the electron mass through the way it was determined, but even full correlation with another input changes the total by no more than the $\alpha$ term itself, $1.8\times10^{-14}$. Monte Carlo sampling of the nonlinear equation, with 400\,000 draws of a uniform $g$ and normal $\Gamma$, $b$, $\alpha$, gives a relative standard deviation of $1.447\times10^{-9}$, with sampling noise of about one part in a thousand. The result is
\begin{equation}
m=5.485\,799\,0904(79)\times10^{-4}~\mathrm u,
\end{equation}
that is $u_m=7.9\times10^{-13}$ u. Multiplying by the tabulated atomic mass constant, whose relative uncertainty $3.1\times10^{-10}$ is added in quadrature, gives $m=9.109\,383\,714\times10^{-31}$ kg with standard uncertainty $1.35\times10^{-39}$ kg. Because one uniform input dominates, the distribution of $m$ is nearly flat out to $\sqrt3$ standard uncertainties and falls off quickly beyond; the interval $\pm u_m$ covers close to the fraction $1/\sqrt3$ of it, less than for a Gaussian.

With two more reliable digits of $g$ the order of the terms changes. For a hypothetical $u_g=3\times10^{-11}$ the $g$ term drops to $1.50\times10^{-11}$ and \eqref{eq:budget} gives $1.08\times10^{-10}$ in total. The frequency ratio then leads, and the binding energy at $3.75\times10^{-11}$ becomes the second largest term.

\subsection*{What each correction is worth}

Each entry below is the relative shift of $m$ from the full result when one ingredient is changed, evaluated from \eqref{eq:m}, with the first-order formula that accounts for it.

Setting $b=0$ shifts $m$ by $-b\alpha^2m/12=-5.79868\times10^{-7}/12=-4.8322\times10^{-8}$, which is 33.4 standard uncertainties. The binding energy cannot be left out, although knowing it to 0.4 eV is ample here. Using $M=12$ u gives $12\kappa$, too large by exactly $\kappa n=2.2858\times10^{-4}$. A wrong $g$ shifts $m$ by $(M/12)\,\Delta g/g$. The free-electron value $2+2a_e$ gives $+6.3838\times10^{-4}$ and the Breit value alone $-1.1592\times10^{-3}$. Breit plus $2a_e$ gives $-0.999771\times9.312\times10^{-7}/2.00104\approx-4.653\times10^{-7}$, about 320 standard uncertainties, so the underived remainder in $g$ is indispensable at this level.

\subsection*{What the number does and does not show}

The four frequencies are what one obtains by taking the tabulated mass $5.4857990904410\times10^{-4}$ u, forming $M$ with $b=19.8499$ through the tabulated Hartree and u energies in eV, computing $\omega_c$ at 4 T from the tabulated $e$ and atomic mass constant, diagonalizing the $6\times6$ matrix $A$ numerically in 40-digit arithmetic for the modes, and taking $\nu_L$ from the eigenvalues of $\tfrac12g\mu_B\mathbf B\cdot\boldsymbol\sigma$ with the same $g$. The recovered central value differs from that input by $1.1\times10^{-15}$ u, or $2\times10^{-12}$ relative to $m$. This lies inside the range $5\times10^{-8}/4376\approx1.1\times10^{-11}$ allowed by rounding $\Gamma$ to seven decimals, and it is far smaller than the quoted $1.446\times10^{-9}$ because the same $g$ and $b$ were used to make the data and to invert them, and no noise was added. The agreement therefore says nothing about the true electron mass. The quoted uncertainty is the one a real measurement of $\Gamma$ at the $10^{-10}$ level would carry if it were analysed with this eight-decimal $g$ and this computed binding energy, and if rounding were the only error of $g$.
